Why a tensile film spalls its substrate at a definite depth

A film that peels under tension invites an obvious remedy: make it stick better. If the substrate is brittle, the remedy can move the damage instead of curing it. The interface holds, and a crack runs inside the substrate, parallel to the interface, lifting the film with a slab of substrate attached. An energy balance alone cannot give the thickness of that slab. It favours a crack at the interface, the place where strong adhesion forbids it. What selects the depth is the shear at the crack tip, which has two contributions of opposite sign.

## The model and its loads

A film of thickness h carries equal biaxial tension S. It is bonded to an isotropic substrate with the same elastic constants, so thick that its own stress is negligible. A long straight crack runs at depth d below the interface. The detached strip has thickness

  H = h + d.

The x axis points from the crack into uncracked material, and y points up towards the film. Deformation is plane strain, with E′ = E/(1−ν²). The equations contain no physical constants and hold in any consistent units, atomic units included.

Before cracking, the future crack plane carries no traction, so the film stress by itself loads no crack there. The loading comes from releasing the strip behind the tip. The released force per unit width is

  P = Sh.

The middle of the film lies H/2 − h/2 = d/2 above the middle of the strip. The released moment is therefore

  M = Shd/2.

Releasing P lets the strip shorten, which moves the upper crack face towards the tip. Releasing M lets the strip curl away from the substrate, which opens the crack.

## Energy: the size of the loading

Let η be height measured from the strip's mid-plane. The initial stress is a linear part plus a remainder with no net force or moment:

  σ(η) = P/H + 12Mη/H³ + remainder.

A free strip can shorten and bend, so it removes the linear part and keeps the remainder. The two are orthogonal in the integral of σ², so their energies add. The out-of-plane strain is fixed, which makes E′ the modulus for the release. The energy released per unit crack area is

  G = (1/2E′) ∫ (P/H + 12Mη/H³)² dη
    = (1/2E′)(P²/H + 12M²/H³).

The cross term vanishes because η is odd, and ∫η²dη = H³/12.

Define a membrane part and a bending part of the loading:

  p = P/√(2H) = Sh/√(2H),
  m = √6 M/H^(3/2) = √3 (d/H) p.

Then E′G = p² + m².

With h = S = E′ = 1 and d = H − 1,

  2G = 1/H + 3(H−1)²/H³ = 4/H − 6/H² + 3/H³,
  2 dG/dH = −4/H² + 12/H³ − 9/H⁴ = −(2H−3)²/H⁴.

This is never positive. In units of S²h/E′, G is 0.50 at the interface, 0.44 at d = h and 0.34 at d = 3h. No maximum of G exists inside the substrate to explain a preferred depth.

## Shear and opening: one unknown angle

Let K_I measure opening at the tip and K_II sliding, positive when the upper face moves towards the tip. For a crack extending straight ahead, E′G = K_I² + K_II². Both factors are linear in the loads:

  K_I = αp + βm,  K_II = χp + εm.

The sum of squares must equal p² + m² for every p and m. Comparing coefficients gives

  α² + χ² = 1,  β² + ε² = 1,  αβ + χε = 0.

So (α, χ) = (cos ω, sin ω), and (β, ε) is the perpendicular unit vector. Its sign follows from the fact that M opens the crack:

  K_I = p cos ω + m sin ω,
  K_II = p sin ω − m cos ω.

The semi-infinite geometry has no length other than H, so ω is a pure number.

Finding it needs the full elastic field below a free surface. Describe the crack by dislocations. Put the surface at y = 0 and one dislocation of Burgers vector b = b_x + ib_y at z₀, with z = x + iy. A bar denotes the complex conjugate. Let

  A = E′b/(8πi), w = z − z₀, s = z − z̄₀, c = z₀ − z̄₀.

The stress is σ_yy + iσ_xy = Φ + Φ̄ + z̄Φ′ + Ψ. The dislocation in an infinite body has

  Φ₀ = A/w, Ψ₀ = Ā/w + z̄₀A/w²,

and the surface adds

  Φ₁ = −A/s − Āc/s², Ψ₁ = −Ā/s − Φ₁ − zΦ₁′.

To verify this, set z real, so that s̄ = w. The first field gives A/w + Ā/s − zA/w² + Ā/w + z̄₀A/w². The second gives −Ā/w + Ac/w² − Ā/s. Their sum is A/w − A(z − z̄₀ − c)/w², which vanishes because z − z̄₀ − c = w.

A long finite crack at depth H was filled with such dislocations, with zero traction on its faces, a prescribed total sliding displacement and no total opening displacement. This squeezes the strip endwise. The equations were solved by Gauss–Chebyshev quadrature, and the inverse-square-root part of the density at the right tip gave K_I and K_II. By symmetry the strip carries no transverse force, so its moment is constant along its length. The curvature at mid-length gives it as M = −(E′H³/12) db_y/dx, where b_y now denotes the density. With K² = K_I² + K_II² and sin φ = m/K, the relations above become

  K_I = K cos(ω − φ), K_II = K sin(ω − φ),

which yield ω. A half-length of 40H with 250 points gave 52.08°, and 80H with 400 points gave 52.14°. The difference comes from too few points on the longer crack: with eight points per H of half-length, 40H, 80H and 160H all give 52.08°. Thus ω ≈ 52.1°. The numbers below were evaluated at 52.14°. At 52.08° the balanced depth is 2.86h instead of 2.89h, K_I there is 0.585 instead of 0.584 S√h, and the depths in the worked example, for the half-space and the finite plates, are smaller by less than 1 μm.

## Weighing the two contributions

At the interface, d = 0, so m = 0 and p = 0.707 S√h. The membrane force acts alone:

  K_I = 0.707 × 0.614 = 0.43 S√h,
  K_II = 0.707 × 0.790 = 0.56 S√h.

The shear exceeds the opening. Its sign fixes the direction of turning. Near a tip, the stress pulling across a ray at angle θ above the crack line is proportional to

  cos(θ/2) [K_I cos²(θ/2) − (3/2)K_II sin θ].

For small θ this is K_I(1 − 3θ²/8) − (3/2)K_IIθ. Setting its derivative to zero gives θ = −2K_II/K_I. Positive K_II turns the crack down, into the substrate.

As the crack deepens, the film pulls farther from the strip's mid-plane and bending grows relative to the membrane force. Bending contributes shear of the opposite sign:

  K_II = p cos ω [tan ω − √3 d/H].

The ratio d/H = d/(h+d) rises steadily with d, so the bracket changes sign once. Setting it to zero,

  √3 d = (h + d) tan ω,
  d(√3 − tan ω) = h tan ω,
  d/h = tan ω/(√3 − tan ω) ≈ 2.9.

At this depth H = 3.89h, p = 0.359 S√h and m = 0.461 S√h. With the products taken before rounding, the weights are

  shear: 0.359 × 0.790 − 0.461 × 0.614 = 0.283 − 0.283 = 0,
  opening: 0.359 × 0.614 + 0.461 × 0.790 = 0.220 + 0.364 = 0.584,

in units of S√h. Bending supplies about 62 percent of the opening while cancelling all the shear.

A shallower crack has K_II > 0 and turns down; a deeper one has K_II < 0 and turns up. In the deep limit d ≫ h, m tends to √3p, so φ tends to 60° and

  K_II/K_I → tan(52.1° − 60°) ≈ −0.14.

A balanced depth exists because ω is below 60°. It is less than 8° below, which makes the depth sensitive. Differentiating the depth formula,

  d(d/h)/dω = √3/[cos²ω (√3 − tan ω)²] ≈ 23 per radian,

or 0.4 film thicknesses per degree. Small changes in the balance move the crack noticeably.

If the film is compressive, S changes sign and so do both factors. K_I is then negative at every depth: the faces press together, and this mechanism drives no open crack.

## Does the crack actually settle?

The sign of turning shows a restoring tendency but does not prove that a moving crack converges. That was examined by a separate calculation using neither ω nor the strip formulas.

A vertical cut through the film and into the substrate, down to the starting depth, was continued as a horizontal crack, divided into short elements of constant dislocation density. The density was found by requiring zero total force across the crack from the free surface to each element's midpoint. A line load on the surface beyond the cut balanced the pull of the neighbouring film. The jump near the tip gave K_I and K_II, after calibration on a deep internal crack of half-length a, for which K_I = S√(πa).

For straight cracks this gave, in units of S√h:

  d = h: K_I = 0.637, K_II = 0.131;
  d = 6h: K_I = 0.472, K_II = −0.031.

The strip formulas give 0.649 and 0.129, then 0.477 and −0.033. Differences are at most about 2 percent of the total K.

The crack was then grown in steps of h/3, each step turning by −K_II/K_I. This is half the small-angle turn derived above, a cautious choice that leaves the condition K_II = 0 for a straight path unchanged. At horizontal distances 20h, 40h, 60h and 80h from the cut, the depths were

  start at d = h: 3.18h, 3.02h, 3.01h, 3.01h;
  start at d = 5h: 3.60h, 2.98h, 3.01h, 3.01h.

Both paths reach the same depth. The shallow start overshoots first, but the overshoot shrinks with the step, from about 0.3h at steps of h/2 to 0.2h at h/3 and 0.1h at h/6, so much of it is discretisation. The common value is 5 percent above the 2.86h that the formula gives at ω = 52.08°. By the sensitivity just found, that gap corresponds to only about 0.4° in the balance of shear. It also shrinks with the step: going from h/3 to h/2 deepens the settled path by about 0.1h, and going to h/6 raises it by about 0.08h, towards the formula.

## When the film is thick enough

At zero shear, m/p = tan ω, so

  K_I = √(p² + m²) = p/cos ω = 0.584 S√h.

A crack at the settled depth can run if this reaches the substrate toughness K_c. The critical film thickness for such sustained spalling is

  h_c = [K_c/(0.584 S)]².

This is not a limit for every crack. At d = h the opening factor is larger, 0.649 S√h, so by the same criterion a shallow crack can run in a film as thin as about 0.8h_c. That counts opening only. The tip also carries shear, and setting the maximum of the angular stress given earlier equal to K_c lowers the figure to 0.73h_c at d = h and 0.56h_c at d = 0.3h. In a film thinner than h_c it then turns down, loses driving force and stops, leaving a short spall. Because K_I is lower at greater depth, a crack that swings below the settled depth can stop even in a film thicker than h_c.

Consider a tough metal film deposited hot on a dense, fine-grained ceria (CeO₂) ceramic. Rough typical inputs are E = 200 GPa for both, ν = 0.3 and K_c = 1.5 MPa√m. The expansion mismatch is 3×10⁻⁶ K⁻¹, the cooling 700 K and h = 25 μm. Then

  S = E Δα ΔT/(1−ν) = (200 GPa/0.7) × 0.0021 = 600 MPa,
  K_I = 0.584 × 600 MPa × √(25 μm) = 1.75 MPa√m,
  h_c = [1.5/(0.584 × 600)]² m = 18 μm.

The film is above the threshold. The predicted crack lies 72 μm (7.2×10⁵ Å) below the interface and lifts a strip 97 μm thick. With E′ = 220 GPa,

  G = K_I²/E′ = 14.0 J/m² = 0.87 eV/Å²,

against K_c²/E′ = 10.2 J/m² needed by the substrate. In the growth calculation, where the pull of the neighbouring film was balanced, the depth came within about 0.1h of its final value by 40h, here 1 mm from the cut. If film remains attached beyond the cut, its pull adds a tension in the substrate that fades only in inverse proportion to distance, and the path changes greatly. With the balancing load removed and steps of h/3, a crack started at d = h dived to about 9h, was still near 7.6h at 40h from the cut, and came back to about 3h only near 60h. On the way K_I fell to about 0.42 S√h, here 1.25 MPa√m, below K_c, so in this example such a crack could stop before settling. A short spall need not show the settled depth.

Two competing failures must be excluded. A long crack along the interface would release S²h/(2E′) = 20.5 J/m², about 1.5 times the value at the settled depth. An interface whose fracture energy, under its own mixture of opening and shear, exceeds this cannot sustain such a crack. Close to a cut through the film, a short interface crack can release more, so one may start there and then stop.

The film could also crack through its thickness. An edge crack of depth a under uniform tension has K_I = 1.12 S√(πa); the same element method gave the factor. If a through-film crack stops at the interface and runs sideways, its energy release is the average over depth:

  (1/h) ∫₀ʰ 1.12² πS²a/E′ da = 1.12² πS²h/(2E′) = 81 J/m².

A brittle film with a fracture energy near that of the substrate would crack this way first. The example therefore assumes a tough metal.

## Corrections and the real case

A finite substrate of thickness t relaxes part of the film stress by shrinking and bending. Let T = t + h, and let S remain the film stress before that relaxation. Subtracting the plate's uniform and linear stresses leaves the strip with

  P = Sh[1 − H/T − 3Ht(T−H)/T³],
  M = (Sh/2)[d − tH³/T³].

The lower part, of thickness b = t − d, receives the opposite force. The mid-planes are T/2 apart, so it also receives the moment M + PT/2. Adding its energy gives E′G = p² + m² + 2pm sin γ, with

  p² = (P²/2)(1/H + 1/b + 3T²/b³),
  m² = 6M²(1/H³ + 1/b³),
  pm sin γ = 3PMT/b³.

The directions of the two loadings in the (K_I, K_II) plane are no longer perpendicular, and zero shear requires p sin ω = m cos(ω + γ). With ω held at its half-space value, this estimate gives depths of 55, 63 and 70 μm for substrates 2, 5 and 20 mm thick. K_I stays between 1.76 and 1.79 MPa√m. Even a 2 mm plate is not thick for this purpose: the depth falls by 24 percent.

Unequal stiffness also matters. Let r be the ratio of film to substrate plane-strain modulus. Weighting the film by r gives the strip an area A and a centroid height a above the crack:

  A = rh + d, a = [rh(d + h/2) + d²/2]/A.

With the film's lever arm e = d + h/2 − a,

  I = rh(h²/12 + e²) + d³/12 + d(a − d/2)².

Since P = Sh and M = Sh e, the energy is (P²/A + M²/I)/(2E′), with E′ the substrate modulus. Zero shear then requires tan ω = e√(A/I). Holding ω fixed again, r = 0.8 gives 53 μm and r = 1.25 gives 98 μm. The true ω also depends on stiffness mismatch, so these figures show only the part of the sensitivity that comes from the changed loads, and are not predictions of depth.

The film stress governs whether spalling occurs at all. Here 600 MPa assumes that the metal stays elastic during cooling, which is demanding for many metals, particularly while hot. If yielding capped the stress at 400 MPa, h_c would rise to 41 μm and the 25 μm film would not spall in this model. Metal layers tens of micrometres thick with stresses of hundreds of megapascals are realistic for deliberate spalling; the present inputs lie in that rough range.

Which of these effects matters most depends on the actual stiffness ratio, substrate thickness and yield stress. The grains of a real ceramic must also be much smaller than 72 μm for one isotropic stiffness and toughness to apply. A weak cleavage plane or grain boundary can hold a crack where K_II is not zero. Slow crack growth in a reactive atmosphere could advance a crack below K_c, so h_c is the threshold for fast fracture at the settled depth and not a guarantee of long-term safety. Better adhesion does not raise this threshold, because the crack runs in the substrate and h_c depends on the substrate's toughness.
